\section*{Symmetry of generalized regular k-point grids in cubic crystals, part 1}

(Sections cited here and not found follow in the second part.)

\section{Definitions and conventions}

The columns of the real matrix $A$ are primitive vectors of the crystal lattice, so a lattice vector is $T=Ax$ with $x\in\mathbb{Z}^3$. Wavevectors are measured so that a plane wave is $e^{2\pi i\,k\cdot r}$; with lengths in units of the cube side $a$, $k$ is then in units of $2\pi/a$. The reciprocal lattice consists of the $k$ with $k\cdot T\in\mathbb{Z}$ for all $T$. Its basis is $A^*=A^{-T}$, because $(A^{-T}y)\cdot(Ax)=y\cdot x$ is an integer for all integer $x$ exactly when $y$ is integer. The fractional coordinates $f$ of a wavevector are defined by $k=A^*f$, and $k\cdot T=f\cdot x$.

An integer matrix $H$ with $n=|\det H|\neq0$ defines a superlattice with basis
\begin{equation}
B=AH .
\end{equation}
The reciprocal lattice of the superlattice is called the grid lattice. Its basis is
\begin{equation}
K=B^{-T}=A^*H^{-T},\qquad\text{so that}\qquad A^*=KH^{T}.
\label{eq:K}
\end{equation}
The second form shows that every reciprocal lattice vector belongs to the grid lattice. The generalized regular grid with shift $s\in\mathbb{R}^3$ is the set
\begin{equation}
S=\{K(m+s): m\in\mathbb{Z}^3\},
\end{equation}
with points that differ by a reciprocal lattice vector identified. In fractional coordinates $f=H^{-T}(m+s)$ modulo 1. The grid is $\Gamma$-centred when $s=0$. A diagonal $H=\mathrm{diag}(h_1,h_2,h_3)$ gives a grid of Monkhorst--Pack type; the original prescription, with fractional coordinates $(2r-h_i-1)/2h_i$ for $r=1,\dots,h_i$, corresponds to $s_i=0$ for odd $h_i$ and $s_i=\tfrac12$ for even $h_i$.

A point operation is an orthogonal matrix $g$ that maps the crystal lattice onto itself. Its matrix in direct-lattice coordinates,
\begin{equation}
R=A^{-1}gA ,
\end{equation}
is integer, and $\det R=\det g=\pm1$. For a space-group operation with a fractional translation, as in the diamond structure, only the part $g$ acts on $k$. One fact is used repeatedly: an integer matrix $P$ with $\det P=\pm1$ (a unimodular matrix) has an integer inverse, since $P^{-1}$ is the integer adjugate divided by $\pm1$. Such a $P$ maps $\mathbb{Z}^3$ onto $\mathbb{Z}^3$.

\section{The grid and its superlattice}

\subsection*{Hermite normal form}

If $U$ is unimodular, $HU\mathbb{Z}^3=H\mathbb{Z}^3$, so $H$ and $HU$ give the same superlattice and the same $\Gamma$-centred grid. Exchanging columns, changing the sign of a column and adding an integer multiple of one column to another are such multiplications. Euclid's algorithm on the first row, carried out with these column operations, leaves one positive entry $\alpha$ and two zeros. Repeating it on the second row of the last two columns makes $H$ lower triangular:
\begin{equation}
H=\begin{pmatrix}\alpha&0&0\\ \beta&\gamma&0\\ \delta&\eta&\varphi\end{pmatrix},\qquad \alpha\gamma\varphi=n .
\end{equation}
Subtracting multiples of column 2 from column 1 gives $0\le\beta<\gamma$, and subtracting multiples of column 3 from columns 1 and 2 gives $0\le\delta,\eta<\varphi$. The form is unique. The number $\alpha$ is the smallest positive $x_1$ in $H\mathbb{Z}^3$, $\gamma$ is the smallest positive $x_2$ among vectors with $x_1=0$, and $\varphi$ is the smallest positive $x_3$ among vectors with $x_1=x_2=0$. Two candidates for column 2 differ by a multiple of column 3, so the range of $\eta$ fixes it; two candidates for column 1 differ by a combination of columns 2 and 3, so the ranges of $\beta$ and then $\delta$ fix it. Each superlattice of index $n$ therefore appears once in a list of $\sum_{\alpha\gamma\varphi=n}\gamma\varphi^2$ matrices. For $n=2$ the sum is $1+2+4=7$; for $n=1,\dots,8$ the counts are 1, 7, 13, 35, 31, 91, 57, 155.

The triangular form also counts cosets. Any integer vector is reduced by columns 1, 2, 3 in turn to a unique representative with $0\le x_1<\alpha$, $0\le x_2<\gamma$, $0\le x_3<\varphi$, so $\mathbb{Z}^3/H\mathbb{Z}^3$ has $n$ elements. Two labels $m,m'$ give the same grid point when $H^{-T}(m-m')$ is integer, that is when $m-m'\in H^T\mathbb{Z}^3$. Since $|\det H^T|=n$, the grid has $n$ points.

\subsection*{What the grid integrates}

Let $\langle\cdot\rangle_s$ be the mean over the $n$ points, and let $y=H^{-1}x$. Then $f\cdot x=(m+s)\cdot H^{-1}x=(m+s)\cdot y$. If $y$ is integer, every term of the mean of $e^{2\pi i f\cdot x}$ equals $e^{2\pi i s\cdot y}$. If some component $y_j$ is not an integer, replace $m$ by $m+e_j$. This permutes the grid points and so leaves the mean unchanged, but it multiplies every term by $e^{2\pi i y_j}\ne1$, so the mean is zero:
\begin{equation}
\langle e^{2\pi i k\cdot T}\rangle_s=
\begin{cases} e^{2\pi i\,s\cdot y}, & T=By,\ y\in\mathbb{Z}^3,\\ 0,&T \text{ not in the superlattice.}\end{cases}
\label{eq:alias}
\end{equation}
A periodic function with an absolutely convergent series $F(k)=\sum_T\hat F(T)e^{2\pi ik\cdot T}$ has the zone average $\hat F(0)$, so the grid error is
\begin{equation}
\langle F\rangle_s-\hat F(0)=\sum_{y\neq0}\hat F(By)\,e^{2\pi i\,s\cdot y}.
\label{eq:err}
\end{equation}
Equation~\eqref{eq:alias} also shows that the grid determines the superlattice, so distinct Hermite forms give distinct grids. For a step-function occupation in a metal the series does not converge absolutely, and \eqref{eq:err} cannot be used in this form; the symmetry statements below do not depend on it.

\section{The criterion for a $\Gamma$-centred grid}

For the superlattice, insert $g=ARA^{-1}$ and $A=BH^{-1}$:
\begin{equation}
gB=gAH=ARH=B\,P,\qquad P=H^{-1}RH .
\end{equation}
The columns of $gB$ are superlattice vectors exactly when $P$ is integer. Since $\det P=\det R=\pm1$, an integer $P$ is unimodular and $g$ maps the superlattice onto itself, not merely into itself.

For the grid, first find the action of $g$ on reciprocal coordinates. With $g^T=g^{-1}$,
\begin{equation}
Y\equiv A^{*-1}gA^*=A^TgA^{-T}=\left(A^{-1}g^TA\right)^T=\left(A^{-1}g^{-1}A\right)^T=R^{-T}.
\end{equation}
This is unimodular, so $g$ preserves the reciprocal lattice and acts on wavevectors modulo that lattice. The set $S$ is a union of cosets of the reciprocal lattice by \eqref{eq:K}. Hence $g$ permutes the $n$ grid points exactly when $gS=S$. In grid coordinates, using \eqref{eq:K},
\begin{equation}
M\equiv K^{-1}gK=H^T\,Y\,H^{-T}=H^TR^{-T}H^{-T}=\left(H^{-1}R^{-1}H\right)^T=P^{-T}.
\label{eq:M}
\end{equation}
For $s=0$, $gKm=KMm$, and $gS=S$ holds exactly when $M$ is integer (it is then unimodular, as $\det M=\pm1$). If $P$ is integer then $P^{-1}$ is integer and so is $M$; if $M$ is integer then $P=M^{-T}$ is integer. The result is
\begin{equation}
g\ \text{preserves the $\Gamma$-centred grid}\iff H^{-1}RH\ \text{is an integer matrix.}
\label{eq:crit}
\end{equation}
The preserved operations form a subgroup, because $R\mapsto H^{-1}RH$ respects products and inverses. Inversion has $R=-1$ and is always preserved. For $H=N\cdot1$ every operation is preserved.

The side on which the inverse stands depends on the convention. In \eqref{eq:crit} $R$ is in direct coordinates and $B=AH$. If the grid is specified in reciprocal space by $A^*=KN$, then $N=H^T$ and \eqref{eq:M} reads $M=NYN^{-1}$, with the inverse on the right and $Y$ in reciprocal coordinates. The mixed expression $HRH^{-1}$ is not a valid test. Take a simple cubic crystal, the mirror $x\leftrightarrow y$, and a superlattice with $x_1+x_2$ even, which the mirror obviously preserves. In the $xy$ block,
\begin{equation}
H=\begin{pmatrix}1&0\\1&2\end{pmatrix},\quad
R=\begin{pmatrix}0&1\\1&0\end{pmatrix},\quad
H^{-1}=\begin{pmatrix}1&0\\-\tfrac12&\tfrac12\end{pmatrix}.
\end{equation}
Then $RH=\begin{pmatrix}1&2\\1&0\end{pmatrix}$ and $H^{-1}RH=\begin{pmatrix}1&2\\0&-1\end{pmatrix}$, which is integer, while $HR=\begin{pmatrix}0&1\\2&1\end{pmatrix}$ and the first row of $HRH^{-1}$ is $(-\tfrac12,\tfrac12)$.

The numerical check tests \eqref{eq:crit} and the form $NYN^{-1}$ against explicit rotation of Cartesian grid points, for all Hermite forms with $n\le8$, all 48 cubic operations and three parent lattices. Both agree with the rotation in all 56160 cases, of which 8400 are preserved; $HRH^{-1}$ gives the wrong answer in 11162 of them.

\section{Shifted grids}

For $s\neq0$, $gK(m+s)=K(Mm+Ms)$. This point lies in $S$ when
\begin{equation}
Mm+(M-1)s\in\mathbb{Z}^3 .
\end{equation}
If this holds for all $m$, the case $m=0$ gives $(M-1)s\in\mathbb{Z}^3$, and subtracting it gives $Mm\in\mathbb{Z}^3$ for all $m$, so $M$ is integer. Conversely, if both hold, $m\mapsto Mm+(M-1)s$ is a bijection of $\mathbb{Z}^3$ and $gS=S$. Thus
\begin{equation}
g\ \text{preserves the shifted grid}\iff H^{-1}RH\ \text{integer and}\ (M-1)s\in\mathbb{Z}^3 .
\label{eq:shift}
\end{equation}
Integrality of $H^{-1}RH$ is always necessary. For $s=0$ the second condition holds automatically; for $s\neq0$ it must be checked separately and can fail. In Cartesian terms the second condition says that $\sigma=Ks$ obeys $g\sigma-\sigma\in K\mathbb{Z}^3$. The program tests \eqref{eq:shift} on 516096 cases ($n\le4$, shifts in multiples of $\tfrac14$).

\section{Lattices invariant under a cubic group}

With axes along the cube edges, the group $O_h$ consists of the 48 signed permutation matrices. Its subgroup $T$ (order 12) has cyclic permutations and sign product $+1$. The other cubic point groups are $T_h$ (cyclic permutations, any signs), $T_d$ (any permutation, sign product $+1$) and $O$ (determinant $+1$). All five contain $T$, and in particular
\begin{equation}
C_{2x}(x,y,z)=(x,-y,-z),\qquad C_3(x,y,z)=(z,x,y),
\end{equation}
together with $C_{2y}$ and $C_{2z}$. Let $L$ be any three-dimensional lattice invariant under $T$.

\emph{Step 1: $L$ contains a cube.} $L$ spans space, so it has a vector $v=(x,y,z)$ with $x\neq0$. Then
\begin{equation}
v+C_{2x}v=(2x,0,0)\in L .
\label{eq:proj}
\end{equation}
The points of $L$ on the $x$ axis form a nonzero discrete subgroup of a line, which is $c\mathbb{Z}e_x$ with $c>0$ the shortest length. $C_3$ carries $e_x\to e_y\to e_z$, so the other two axes have the same $c$. Hence $c\mathbb{Z}^3\subset L$.

\emph{Step 2: $L$ lies in the half cube.} For any $v\in L$, \eqref{eq:proj} gives $2x\in c\mathbb{Z}$, and $C_{2y}$, $C_{2z}$ give the same for $y$ and $z$. Every vector of $L$ is $\tfrac c2u$ with $u$ integer:
\begin{equation}
c\mathbb{Z}^3\subset L\subset\tfrac c2\mathbb{Z}^3 .
\end{equation}

\emph{Step 3: parity patterns.} Adding a vector of $c\mathbb{Z}^3$ changes $u$ by an even vector, so $L$ is fixed by the set $V$ of patterns $u$ mod 2 that occur. $V$ is closed under addition mod 2 and invariant under cyclic permutation. It cannot contain 100: subtracting a vector of $c\mathbb{Z}^3$ would leave $\tfrac c2e_x\in L$, shorter than $c$. The same holds for 010 and 001. The remaining nonzero patterns are 110, 011, 101, which form one cyclic orbit and so occur all together or not at all, and 111. Both kinds together would give $111+110=001$, which is excluded. Three cases remain, each closed under addition:
\begin{align}
P:&\quad V=\{000\}, && u\ \text{all even},\nonumber\\
I:&\quad V=\{000,111\}, && u\ \text{all of one parity},\\
F:&\quad V=\{000,110,011,101\}, && u_1+u_2+u_3\ \text{even}.\nonumber
\end{align}
These are the simple, body-centred and face-centred cubic lattices of cube side $c$, with cube edges along the crystal axes. The cube holds $z=|V|=1,2,4$ lattice points, and the cell volume is $c^3/z$.

Each description is unchanged by any permutation or sign change of $u$. A lattice invariant under $T$ is therefore invariant under $O_h$, and the classification is the same for all five cubic groups. It applies to the crystal lattice itself, which is therefore $P$, $F$ or $I$ with side $a$. A cubic superlattice with rotated edges is excluded by Steps 2 and 3, which leave only lattices with edges along the crystal axes. For example, the cubic lattice with basis $a(1,2,2)$, $a(2,1,-2)$, $a(2,-2,1)$ contains the cube of side $c=9a$ and no shorter vector on the axes, but its vector $a(1,2,2)$ does not lie in $\tfrac c2\mathbb{Z}^3$.

The whole group $T$ is needed. With $C_3$ alone the projection \eqref{eq:proj} is not available: a superlattice of a cubic parent still contains a cube, because it has finite index and $C_3$ equates the three axis periods, but it need not lie in the half cube of Step 2; with the twofold axes alone (the group $D_2$) the three axes may have different periods, as for $H=\mathrm{diag}(1,1,2)$ on a simple cubic crystal. Among the 176874 Hermite forms with $n\le64$, $C_3$ preserves 174 for each parent, and $D_2$ preserves 2106 (sc), 958 (fcc), 966 (bcc), against 9, 7 and 9 for $T$. The three $C_3$ counts agree because $C_3$ permutes the standard primitive vectors of each parent cyclically, so that $R$ is the same matrix in all three.

\section{Allowed indices}

Write parent vectors as $\tfrac a2w$; the parity rules of Step 3 apply to $w$. The vector $ce_x$ has $w=(2c/a,0,0)$. In sc all entries are even, in fcc the sum is even, in bcc the entry has the parity of 0: in each case $2c/a$ is even, so $c=pa$ with $p$ a positive integer. The cube $c\mathbb{Z}^3$ then lies in $a\mathbb{Z}^3$, which lies in every parent, and only the centring vectors need checking.

For $F$ the centring vector $\tfrac c2(1,1,0)$ has $w=(p,p,0)$. In sc $p$ must be even; in fcc the sum $2p$ is always even; in bcc $p$ must have the parity of 0. For $I$, $w=(p,p,p)$. In sc $p$ must be even; in fcc $3p$ must be even, so $p$ is even; in bcc any $p$ is allowed. The index is the ratio of cell volumes,
\begin{equation}
n=\frac{c^3/z_L}{a^3/z_{\rm parent}}=p^3\,\frac{z_{\rm parent}}{z_L}.
\end{equation}
Setting $p=m$, or $p=2m$ where $p$ must be even, gives the index and, in brackets, the cube side:
\begin{center}
\begin{tabular}{llll}
parent & $P$ & $F$ & $I$\\
sc & $m^3$ $(ma)$ & $8m^3/4=2m^3$ $(2ma)$ & $8m^3/2=4m^3$ $(2ma)$\\
fcc & $4m^3$ $(ma)$ & $m^3$ $(ma)$ & $8m^3\cdot4/2=16m^3$ $(2ma)$\\
bcc & $2m^3$ $(ma)$ & $8m^3\cdot2/4=4m^3$ $(2ma)$ & $m^3$ $(ma)$
\end{tabular}
\end{center}
The exponent of 2 in $m^3$ is a multiple of 3. The prefactors 1, 2, 4 add 0, 1, 2 to it, and the prefactor 16 adds $4\equiv1$ mod 3. The three families of one parent therefore never share an index, and there is at most one symmetric superlattice for each $n$. For fcc the family with exponent $\equiv1$ begins at 16, so $n=2$ and $n=54$, allowed for sc and bcc, are absent. The exhaustive search up to $n=64$ is tested against this table and finds, for both $T$ and $O_h$, the indices 1, 2, 4, 8, 16, 27, 32, 54, 64 for sc and bcc and 1, 4, 8, 16, 27, 32, 64 for fcc.

The grid lattice consists of the $k$ with $k\cdot T$ integer on $L$. The cube $c\mathbb{Z}^3$ forces $k=q/c$ with $q$ integer. For $P$ nothing more is required: the grid lattice is $P$ with side $c_k=1/c$. For $F$, $k\cdot\tfrac c2(1,1,0)=(q_1+q_2)/2$ and its permutations must be integers, so all $q_i$ have one parity: $I$ with $c_k=2/c$. For $I$, $(q_1+q_2+q_3)/2$ must be an integer: $F$ with $c_k=2/c$.

We now have a criterion for when an operation preserves a $\Gamma$-centred or shifted grid, and a complete list of the superlattices invariant under a cubic group, with their indices and grid lattices. It remains to find which shifts keep the symmetry, to see what symmetry implies for folding and averaged tensors, and to work through an fcc example.
